# Why Atomic Spheres Miss Orbital Magnetization from Intersite Currents

**Q:** I obtain the orbital magnetization of a crystal by integrating the electrons' angular momentum about each nucleus inside an atomic sphere. I add the atoms, multiply by \(-1/2\) in atomic units, and divide by the volume. In the Haldane model there is one \(s\) orbital per site, so every atom contributes zero. I conclude that the model has no orbital magnetization.

**A:** The zero on each site is right for the lattice model, but the conclusion does not follow. Start from what a magnetic moment is: the response of the energy to a field,
\[
m=-\frac{dE}{dB}\Big|_{B=0}.
\]
I use Hartree atomic units with electron charge \(-1\), ignore spin, and put \(B\) along \(z\). Then \(H=\tfrac12(\mathbf p+\mathbf A)^2+V\), with a local potential \(V\) and \(\mathbf A=\tfrac12 B\,\hat z\times\mathbf r\). To first order in \(B\) the Hamiltonian changes by \(\mathbf A\cdot\mathbf p\), because \(\nabla\cdot\mathbf A=0\). Since \((\hat z\times\mathbf r)\cdot\mathbf p=(\mathbf r\times\mathbf p)_z=L_z\), this change is \(\tfrac12BL_z\). The first-order energy of a stationary state is the expectation value of the perturbation, so
\[
m=-\tfrac12\langle L_z\rangle=-\tfrac12\int(\mathbf r\times\mathbf j)_z\,d^3r,
\qquad \mathbf j=\mathrm{Im}\,\psi^*\nabla\psi .
\]
Here \(\mathbf j\) is the particle current density, and the integral covers the whole sample with one common origin. In the sphere \(S_j\) around nucleus \(\mathbf R_j\), write \(\mathbf r=\mathbf R_j+\boldsymbol\rho\):
\[
\int_{S_j}\mathbf r\times\mathbf j
=\int_{S_j}\boldsymbol\rho\times\mathbf j+\mathbf R_j\times\mathbf P_j,
\qquad \mathbf P_j=\int_{S_j}\mathbf j .
\]
Your recipe keeps the first term. It drops \(\mathbf R_j\times\mathbf P_j\) and the whole region between the spheres.

**Q:** A stationary state of a finite sample carries no net current. Shouldn't the dropped terms cancel?

**A:** The total momentum vanishes, which makes the moment independent of the origin. It does not make the sum of \(\mathbf R_j\times\mathbf P_j\) vanish. A ring of atoms can have \(\mathbf P_j\) tangential everywhere: the momenta add to zero while their angular momenta add up.

Take three Gaussians \(\phi_j=e^{-\alpha|\mathbf r-\mathbf R_j|^2}\) on an equilateral triangle of side \(d\), and one electron in \(\psi=\sum_jc_j\phi_j\), with phases of 0, 120 and 240 degrees in \(c_j\), counted counterclockwise. This is a chosen trial state, not a computed molecule. Its threefold symmetry makes the total momentum zero.

The terms with \(i=j\) in \(\psi^*\nabla\psi\) are real and carry no current. Each pair contributes
\[
\mathrm{Im}(c_i^*c_j)\,(\phi_i\nabla\phi_j-\phi_j\nabla\phi_i)
=\mathrm{Im}(c_i^*c_j)\,2\alpha(\mathbf R_j-\mathbf R_i)\,\phi_i\phi_j ,
\]
because \(\nabla\phi_j=-2\alpha(\mathbf r-\mathbf R_j)\phi_j\) and \(\mathbf r\) cancels in the difference. The product of two Gaussians is again a Gaussian,
\[
\phi_i\phi_j=S\,e^{-2\alpha|\mathbf r-(\mathbf R_i+\mathbf R_j)/2|^2},\qquad S=e^{-\alpha d^2/2},
\]
where \(S\) is the normalized overlap. Each pair is therefore a blob of current at the bond's midpoint, directed along the bond.

**Q:** What does a sphere around one of the atoms see of this?

**A:** Nothing from the two bonds that meet at the atom. Their current is parallel to a line through the sphere's centre and symmetric about that line. Points on opposite sides of the line give opposite \(\boldsymbol\rho\times\mathbf j\), so the integral vanishes. What remains is the tail of the opposite bond.

The total follows in closed form. A blob with midpoint \((\mathbf R_i+\mathbf R_j)/2\) and direction \(\mathbf R_j-\mathbf R_i\) contributes the cross product
\[
\tfrac12(\mathbf R_i+\mathbf R_j)\times(\mathbf R_j-\mathbf R_i)=\mathbf R_i\times\mathbf R_j .
\]
For neighbours in counterclockwise order this is \((d^2/3)\sin120^\circ\), since \(|\mathbf R_j|=d/\sqrt3\). The norm of \(\psi\), in units of the norm of one Gaussian, is \(3+6S\cos120^\circ=3(1-S)\). With three bonds,
\[
\langle L_z\rangle=\frac{3\cdot2\alpha S\,\sin120^\circ\,(d^2/3)\sin120^\circ}{3(1-S)}
=\frac{\alpha d^2S}{2(1-S)} .
\]
For \(d=3\) bohr and \(\alpha=0.3\) bohr\(^{-2}\), \(S=0.25924\) and
\[
\langle L_z\rangle=\frac{2.7\times0.25924}{2\times0.74076}=0.4725 .
\]
Numerical quadrature in touching spheres of radius 1.5 bohr divides this, in units of \(\hbar\), as follows:

- about the atoms, inside the spheres: 0.0222;
- carried by \(\mathbf R_j\times\mathbf P_j\): 0.1996;
- remainder, between the spheres: 0.2506.

The recipe finds 4.7 percent of the angular momentum of this state.

**Q:** Then my zero for the Haldane model is a statement about the first term alone. Is it at least an exact zero?

**A:** It is, with three qualifications. First, the zero depends on the orbital. It is guaranteed when the orbital is real, as an \(s\) orbital is. The operator \(L_z=-i(x\partial_y-y\partial_x)\) is \(-i\) times a real operator, so its expectation value in a real orbital is imaginary. It is also Hermitian, so the value is real. Both hold only if it is zero. Having one orbital per site is not enough: the single orbital \(p_x+ip_y\) has \(L_z=1\).

Second, the zero belongs to the on-site matrix element, which is what the lattice model contains. In continuous space a sphere also collects neighbours' tails, as the triangle showed.

Third, the Hamiltonian above, with a local \(V\) and no spin, is real at \(B=0\). Its nondegenerate states carry no current, and its hoppings between real orbitals are real. The complex hoppings of the Haldane model need something that breaks time reversal, for example a periodic background field with vector potential \(\mathbf A_0\) and zero flux per cell. The current and the angular momentum then contain \(\mathbf p+\mathbf A_0\) in place of \(\mathbf p\). An \(s\) orbital acquires the on-site moment \(-\tfrac12\langle(\boldsymbol\rho\times\mathbf A_0)_z\rangle\), with \(\mathbf A_0\) taken in the gauge \(\boldsymbol\rho\cdot\mathbf A_0=0\) about the site. This vanishes if the background field is zero over the orbital, but not in general. The lattice model treats orbitals as points and leaves this term out.

**Q:** If the on-site operator is zero, where does a lattice model keep its moment?

**A:** In the hopping phases. Let \(\mathbf R_i\) now be the position of site \(i\). In a field, attach to each orbital the factor \(e^{-i\chi_i}\), with \(\chi_i(\mathbf r)=\int_{\mathbf R_i}^{\mathbf r}\mathbf A\cdot d\mathbf l\) along a straight line. This removes \(\mathbf A\) from \((\mathbf p+\mathbf A)\) at the site itself. The matrix element between \(i\) and \(j\) acquires \(e^{i(\chi_i-\chi_j)}\). Away from the site the potential \(\tfrac12B\,\hat z\times(\mathbf r-\mathbf R_j)\) is left over. To first order it adds \(\tfrac B2L_z\) about \(\mathbf R_j\) acting on orbital \(j\), which vanishes for an \(s\) orbital but not for every real one. The model also neglects the flux through the small triangle formed by \(\mathbf r\) and the two sites, which treats each orbital as a point. What remains is the Peierls phase
\[
H_{ij}(B)=H_{ij}\exp\Big(-i\int_{\mathbf R_j}^{\mathbf R_i}\mathbf A\cdot d\mathbf l\Big)
=H_{ij}\,e^{-i\frac B2(\mathbf R_j\times\mathbf R_i)_z}.
\]
The integral equals \(\mathbf A\) at the midpoint times \(\mathbf R_i-\mathbf R_j\), because \(\mathbf A\) is linear in position. This gives \(\tfrac B2\) times the \(z\) component of \(\tfrac12(\mathbf R_i+\mathbf R_j)\times(\mathbf R_i-\mathbf R_j)=\mathbf R_j\times\mathbf R_i\).

Now let \(P\) project on the filled states, with a gap above them. The first-order energy is \(dE/dB=\sum_{ij}P_{ji}\,\partial H_{ij}/\partial B\). The terms \((i,j)\) and \((j,i)\) are complex conjugates, so each pair gives
\[
2\,\mathrm{Re}\Big[-\tfrac i2P_{ji}H_{ij}\Big](\mathbf R_j\times\mathbf R_i)_z
=\mathrm{Im}(H_{ij}P_{ji})\,(\mathbf R_j\times\mathbf R_i)_z .
\]
The factor in front is half a current. From \(i\dot c_i=\sum_jH_{ij}c_j\),
\[
\frac{d|c_i|^2}{dt}=2\,\mathrm{Re}(c_i^*\dot c_i)=\sum_j2\,\mathrm{Im}(H_{ij}c_jc_i^*),
\]
and summing over filled states replaces \(c_jc_i^*\) by \(P_{ji}\). The particle current into \(i\) from \(j\) is therefore \(J_{i\leftarrow j}=2\,\mathrm{Im}(H_{ij}P_{ji})\), and
\[
m=-\tfrac12\sum_{\text{pairs}}J_{i\leftarrow j}\,(\mathbf R_j\times\mathbf R_i)_z .
\]
The terms with \(i=j\) are absent. In this model the whole moment comes from currents between sites.

**Q:** That sum contains absolute positions. A current along the edge of a large sample could produce all of it. Why call it a bulk property?

**A:** Rewrite it so that positions enter through short-ranged objects. With \(x\) and \(y\) diagonal in the sites, the pair sum is
\[
m=\mathrm{Im}\,\mathrm{Tr}(PxHy),
\]
because each pair contributes \(\mathrm{Im}(P_{ji}H_{ij})(x_iy_j-y_ix_j)=-\tfrac12J_{i\leftarrow j}(\mathbf R_j\times\mathbf R_i)_z\), and diagonal terms are real.

Let \(Q=1-P\) and insert \(P+Q\) on both sides of \(H\). Since \(PHQ=0\),
\[
m=\mathrm{Im}\,\mathrm{Tr}(PxQHQyP)+\mathrm{Im}\,\mathrm{Tr}(XHY),\quad X=PxP,\; Y=PyP .
\]
In the second term, subtract the complex conjugate and use the cyclic property of the trace:
\[
\mathrm{Im}\,\mathrm{Tr}(XHY)=\frac1{2i}\mathrm{Tr}\big(H(YX-XY)\big).
\]
Because \(x\) and \(y\) commute, \(PxyP=PyxP\). Inserting \(P+Q\) between the coordinates gives \(XY+PxQyP=YX+PyQxP\), hence \(YX-XY=PxQyP-PyQxP\). The traces of \(H\) with these two terms are complex conjugates, so
\[
m=\mathrm{Im}\,\mathrm{Tr}(PxQHQyP)+\mathrm{Im}\,\mathrm{Tr}(HPxQyP).
\]
This is an identity for the finite sample. Now \(PxQ=-P[x,P]\), and \([x,P]_{ij}=(x_i-x_j)P_{ij}\) contains only the distance between sites. If the sample is gapped, boundary included, \(P_{ij}\) decays exponentially with distance. Each site's share of the trace is then fixed by its surroundings. For a flake of \(N\times N\) cells,
\[
m(N)=\mu N^2+\beta N+\gamma ,
\]
up to exponentially small terms, with one coefficient each for bulk, edges and corners. The bulk moment per cell is \(\mu\), and \(M=\mu/A_c\), where \(A_c\) is the cell area.

**Q:** Can I get \(\mu\) from the band structure, without building a flake?

**A:** Yes. Write Bloch states as \(\psi=e^{i\mathbf k\cdot\mathbf r}u\), with the true site positions in the phase. Differentiating with respect to \(k_y\) and solving for \(y\psi\) gives
\[
y\psi=-i\,\partial_{k_y}\psi+i\,e^{i\mathbf k\cdot\mathbf r}\,\partial_yu ,
\]
where \(\partial_y\) on \(u\) means \(\partial/\partial k_y\). In a wave packet of filled states the first term can be integrated by parts. It then acts on the packet's amplitude and leaves a filled state, which \(Q\) removes. So \(QyP\) takes \(u\) to \(iQ\partial_yu\), and \(PxQ\) supplies the conjugate factor \(-i\langle\partial_xu|Q\). Their product has prefactor \((-i)(i)=1\). For one filled band of energy \(E\),
\[
M=\mathrm{Im}\int\frac{d^2k}{(2\pi)^2}\,\langle\partial_xu|Q(H+E)Q|\partial_yu\rangle ,
\]
where \(H\) now acts on the periodic parts. The term with \(H\) comes from the first trace, the term with \(E\) from the second.

With two bands, \(Q\) projects on the upper one, so \(H+E\) equals the sum of the two energies, \(2e_0(\mathbf k)\). The Berry curvature of the filled band is \(\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle\). Inserting \(Q\) does not change it, because the omitted part \(\langle\partial_xu|u\rangle\langle u|\partial_yu\rangle\) is a product of two imaginary numbers and hence real. Therefore
\[
M=-\int\frac{d^2k}{(2\pi)^2}\,e_0(\mathbf k)\,\Omega(\mathbf k).
\]

**Q:** If I shift the zero of energy, \(e_0\) changes. Does \(M\) change with it?

**A:** A shift \(w\) changes \(M\) by \(-w\int\Omega\,d^2k/(2\pi)^2\), which is proportional to the Chern number. The formula is therefore consistent for Chern number zero, the case I assumed when I required a gapped boundary. It cannot be used as it stands in the Chern phase of the Haldane model. Your on-site zero holds there too, but this bulk formula does not.

**Q:** Stay in the normal phase, then. What number does the model give?

**A:** The honeycomb lattice has sites A and B with energies \(+\Delta\) and \(-\Delta\), and a real hopping \(t_1\) between neighbours. Take lattice vectors \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)\), with \(a\) the lattice constant, A at the cell origin and B at \((\mathbf a_1+\mathbf a_2)/3\). Let \(\mathbf b_1=\mathbf a_1\), \(\mathbf b_2=\mathbf a_2-\mathbf a_1\), \(\mathbf b_3=-\mathbf a_2\), three second-neighbour vectors at 120 degrees to one another. This choice fixes the sign of the moment: the opposite triple \(-\mathbf b_i\) is equivalent to \(\varphi\to-\varphi\), which conjugates \(H\) and reverses every current and \(M\). A hop along \(\mathbf b_i\) has amplitude \(t_2e^{i\varphi}\) on A and \(t_2e^{-i\varphi}\) on B. With the reverse hops, the diagonal elements of the Bloch Hamiltonian are
\[
\pm\Delta+2t_2\sum_i\cos(\mathbf k\cdot\mathbf b_i\mp\varphi),
\]
with upper signs for A. Their average is the mean band energy,
\[
e_0=2t_2\cos\varphi\sum_i\cos(\mathbf k\cdot\mathbf b_i).
\]
Choose a lattice constant of 5 bohr, \(t_1=0.1\), \(t_2=0.02\) and \(\Delta=0.15\) hartree, and \(\varphi=45^\circ\). The gap is 0.153 hartree and the Chern number is zero.

To evaluate \(M\) without differentiating eigenvectors numerically, differentiate \(Hu=Eu\) and project on the upper state \(u_+\), of energy \(E_+\):
\[
\langle u_+|\partial_yu\rangle=\frac{\langle u_+|\partial_yH|u\rangle}{E-E_+}.
\]
Since \(\int d^2k/(2\pi)^2\) is the zone average divided by \(A_c\), the average of the integrand is \(\mu\) itself. A uniform \(120\times120\) mesh gives
\[
\mu=-0.006574\ \text{a.u.}=-0.01315\ \text{Bohr magnetons}.
\]
The atomic unit of moment, \(e\hbar/m_e\), is two Bohr magnetons. Dividing by \(A_c=21.65\) bohr\(^2\) gives \(M=-3.04\times10^{-4}\) a.u. The on-site recipe gives zero.

**Q:** I would trust it more if I saw it come from currents in a finite piece.

**A:** Cut half-filled parallelograms of \(N\times N\) cells with edges along \(\mathbf a_1\) and \(\mathbf a_2\), diagonalize \(H\), and add up the bond currents with the pair formula. The total moments are

- \(m(12)=-0.761007\) a.u.,
- \(m(16)=-1.432652\) a.u.,
- \(m(20)=-2.314668\) a.u.

All three flakes have gaps near 0.16 hartree, so the boundary is gapped as required. In \(m(12)-2m(16)+m(20)\) the edge and corner terms cancel, and the bulk term is multiplied by \(144-512+400=32\):
\[
\mu=\frac{-0.761007+2.865304-2.314668}{32}=\frac{-0.210371}{32}=-0.006574\ \text{a.u.}
\]
Simple division converges slowly: \(m(20)/400=-0.00579\) a.u. is 12 percent smaller in magnitude than \(\mu\). The difference comes from the edge term. Its coefficient is
\[
\beta=\frac{m(16)-m(12)-112\,\mu}{4}=\frac{-0.6716+0.7363}{4}\approx0.016\ \text{a.u.},
\]
and \(\beta/20\approx0.0008\) a.u. accounts for the deficit.

**Q:** Which bonds carry the current inside the flake?

**A:** The second-neighbour bonds. Near the centre of the largest flake the current along \(\mathbf b_1\) is \(1.09\times10^{-3}\) a.u. between A sites and \(4.9\times10^{-4}\) a.u. between B sites.

On the central A–B bond it is zero to rounding, for a reason of symmetry. This bond points along \(\mathbf a_1+\mathbf a_2\) and lies on the long diagonal, a mirror line of the flake that exchanges \(\mathbf a_1\) and \(\mathbf a_2\) and so turns the triple \(\mathbf b_i\) into the triple \(-\mathbf b_i\). The reflection exchanges \(\varphi\) with \(-\varphi\), and complex conjugation exchanges them back, so the combination leaves \(H\) unchanged. The reflection leaves the bond in place, while the conjugation reverses its current. The current must vanish. In the infinite lattice every A–B bond lies on such a mirror line, so the same argument applies to each of them. In a gapped flake an interior A–B current differs from this zero only by terms that decay exponentially with the distance to the edge.

**Q:** So I should replace my rule by another: bulk currents between sites mean a magnetization.

**A:** That fails as well. At \(\varphi=0\) the Hamiltonian is real, \(P\) is real, and both currents and moment vanish. At \(\varphi=90^\circ\), however, \(e_0=0\) for every \(\mathbf k\), so \(M=0\). Yet near the centre of a \(12\times12\) flake both second-neighbour currents are about \(1.02\times10^{-3}\) a.u.

The pair formula shows how they cancel. Let \(\bar i\) be the image of site \(i\) under inversion through the flake's centre, which exchanges A and B. Put \(s_i=+1\) on A and \(-1\) on B. At \(\varphi=90^\circ\),
\[
H_{\bar i\bar j}=-s_is_jH_{ij}^* .
\]
You can read this off term by term. For neighbours \(s_is_j=-1\) and \(t_1\) is real. On-site energies change sign between A and B. For second neighbours, a hop \(it_2\) along \(\mathbf b_i\) on A maps to a hop along \(-\mathbf b_i\) on B, whose amplitude is also \(it_2=-(it_2)^*\).

The minus sign exchanges filled and empty states at half filling, so for \(i\ne j\) also \(P_{\bar i\bar j}=-s_is_jP_{ij}^*\). Then
\[
J_{\bar i\leftarrow\bar j}=2\,\mathrm{Im}\big[(H_{ij}P_{ji})^*\big]=-J_{i\leftarrow j}.
\]
Inversion changes the sign of both positions, so \(\mathbf R_{\bar j}\times\mathbf R_{\bar i}=\mathbf R_j\times\mathbf R_i\) with the origin at the centre. Each bond cancels against its image, and the moment of the entire flake is zero.

**Q:** When may I still use the sphere integral?

**A:** When the two dropped terms, \(\sum_j\mathbf R_j\times\mathbf P_j\) and the part between the spheres, add up to little. Well-separated atoms whose orbitals circulate inside their own spheres satisfy this. The value of the sphere integral alone cannot tell you whether the condition holds, because it leaves those terms out. It measures the angular momentum near the nuclei, which is a well-defined quantity once the radii are chosen. To obtain the magnetization, use the currents of the whole sample, or the bulk formula where its conditions are met.
